# Why the density triangles cancel at half filling and return with doping: verification in Python

```python
"""
Result under test: on a bipartite lattice with real hopping between opposite
sublattices, the two orientations of the three-density fermion loop cancel at
half filling (mu = 0); doping restores their sum and with it the part of the
GW vertex that comes from the change of the screened interaction W.

Symbols: G propagator, P polarization (both spins), W = U/(1 - U P),
nu fermionic and Omega bosonic Matsubara frequency, phi total potential,
forward / reverse = the two loop orientations, S = their sum = dP/dphi,
ladder = vertex from dG/dphi, triangle vertex = vertex from dW/dphi.
Energies are in units of the hopping t; k_B = hbar = 1.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit

T = 0.25
U = 2.0
PI = np.pi

# ---------------------------------------------------------------- ring tests
SITES = 6
HALF_WINDOW = 4000
BONDS = [1.0, 0.8, 1.2, 0.9, 1.1, 0.7]
IDENTITY = np.eye(SITES)
STAGGER = np.diag([(-1.0) ** i for i in range(SITES)])


def ring(flux=0.0, second_hop=0.0, stagger=0.0):
    h = np.zeros((SITES, SITES), dtype=complex)
    for i, bond in enumerate(BONDS):
        j = (i + 1) % SITES
        phase = np.exp(1j * flux) if i == SITES - 1 else 1.0
        h[i, j] -= bond * phase
        h[j, i] -= bond * np.conj(phase)
    for i in range(SITES):
        j = (i + 2) % SITES
        h[i, j] -= second_hop
        h[j, i] -= second_hop
    return h + stagger * STAGGER


def fermion_frequencies(half_window):
    return (2 * np.arange(-half_window, half_window) + 1) * PI * T


def propagator(h, mu, half_window=HALF_WINDOW):
    nu = fermion_frequencies(half_window)
    return np.linalg.inv((1j * nu + mu)[:, None, None] * IDENTITY - h)


def orientations(G, a, b, c, x, y):
    """Both loop orientations per spin; x, y >= 0 are bosonic indices."""
    size, top = len(G), max(x, y)
    i = np.arange(0, size - top)
    forward = T * np.sum(G[i, a, b] * G[i + x, b, c] * G[i + y, c, a])
    i = np.arange(top, size)
    reverse = T * np.sum(G[i, b, a] * G[i - x, c, b] * G[i - y, a, c])
    return forward, reverse


def half_filling_mu(h):
    levels = np.linalg.eigvalsh(h)
    return brentq(lambda m: np.sum(expit((m - levels) / T)) - SITES / 2,
                  -4, 4, xtol=1e-14)


def site_density(h, mu):
    e, v = np.linalg.eigh(h)
    return (np.abs(v) ** 2) @ expit((mu - e) / T)


def local_potential(site, value):
    d = np.zeros((SITES, SITES))
    d[site, site] = value
    return d


def ring_screened(h, mu, m):
    """RPA W of a real ring from its eigenstates, for m != 0."""
    e, v = np.linalg.eigh(h.real)
    f = expit((mu - e) / T)
    kernel = (f[:, None] - f) / (2j * PI * T * m + e[:, None] - e)
    pair = v[:, None, :] * v[None, :, :]
    P = 2 * np.einsum('abi,ij,abj->ab', pair, kernel, pair)
    return U * np.linalg.inv(IDENTITY - U * P)


LEGS = (0, 1, 3, 2, 1)
MU_DOPED = 0.6
plain = ring()
G_half = propagator(plain, 0.0)
G_doped = propagator(plain, MU_DOPED)
half_f, half_r = orientations(G_half, *LEGS)
doped_f, doped_r = orientations(G_doped, *LEGS)
assert abs(half_f) > 1e-4
assert abs(half_f + half_r) < 1e-10
assert abs(half_f.real) < 1e-10
assert abs(doped_f + doped_r) > 0.01 * abs(doped_f)
assert abs(doped_r - np.conj(doped_f)) < 1e-10

# The static sum is the second derivative of the density.
step = 2e-3
second = np.zeros(SITES)
for s1 in (1, -1):
    for s2 in (1, -1):
        shifted = (plain + local_potential(1, s1 * step)
                   + local_potential(3, s2 * step))
        second += s1 * s2 * site_density(shifted, MU_DOPED) / (4 * step**2)
loops = np.array([sum(orientations(G_doped, a, 1, 3, 0, 0))
                  for a in range(SITES)])
assert np.max(np.abs(second)) > 1e-3
assert np.max(np.abs(second - loops)) < 1e-5

# The change of W under a local potential follows from the two loops.
response_size = {}
for label, mu, G in (("half", 0.0, G_half), ("doped", MU_DOPED, G_doped)):
    step = 1e-4
    change = (ring_screened(plain + local_potential(2, step), mu, 1)
              - ring_screened(plain - local_potential(2, step), mu, 1))
    change = change / (2 * step)
    S_ring = np.array([[2 * sum(orientations(G, a, b, 2, 1, 1))
                        for b in range(SITES)] for a in range(SITES)])
    W_ring = ring_screened(plain, mu, 1)
    assert np.max(np.abs(change - W_ring @ S_ring @ W_ring)) < 1e-6
    response_size[label] = np.max(np.abs(change))
assert response_size["half"] < 1e-8 and response_size["doped"] > 1e-3

# Half filling without the required symmetry does not give cancellation.
broken = {}
for label, h in (("same-sublattice hop 0.3 t", ring(second_hop=0.3)),
                 ("staggered potential 0.5 t", ring(stagger=0.5)),
                 ("flux phase pi/2", ring(flux=PI / 2))):
    fwd, rev = orientations(propagator(h, half_filling_mu(h)), *LEGS)
    broken[label] = abs(fwd + rev) / abs(fwd)
    assert broken[label] > 0.01

# Opposite spins of a collinear antiferromagnet cancel each other.
spin_sums = [sum(orientations(propagator(ring(stagger=m), 0.0), *LEGS))
             for m in (0.5, -0.5)]
assert abs(spin_sums[0]) > 1e-5 and abs(sum(spin_sums)) < 1e-10


def self_consistent_gw(h, mu, half_window=150, bosons=60, rounds=50):
    """GW with local U; uniform half-filling shift U/2 is absorbed in mu."""
    nu = fermion_frequencies(half_window)
    size = len(nu)
    sigma = np.zeros((size, SITES, SITES), dtype=complex)
    for _ in range(rounds):
        G = np.linalg.inv((1j * nu + mu)[:, None, None] * IDENTITY
                          - h - sigma)
        excess = T * np.einsum('naa->a', G).real
        new = np.zeros_like(sigma) + U * np.diag(excess)
        for m in range(-bosons, bosons + 1):
            lo, hi = max(0, -m), min(size, size - m)
            moved = G[lo + m:hi + m]
            P = 2 * T * np.sum(moved * G[lo:hi].transpose(0, 2, 1), axis=0)
            Wc = U * np.linalg.inv(IDENTITY - U * P) - U * IDENTITY
            new[lo:hi] -= T * moved * Wc
        error = np.max(np.abs(new - sigma))
        sigma = 0.3 * sigma + 0.7 * new
    assert error < 1e-6
    return G, np.max(np.abs(sigma))


G_dressed, sigma_size = self_consistent_gw(plain, 0.0)
dressed_f, dressed_r = orientations(G_dressed, *LEGS)
G_dressed_doped, _ = self_consistent_gw(plain, MU_DOPED)
dd_f, dd_r = orientations(G_dressed_doped, *LEGS)
assert sigma_size > 0.01 and abs(dressed_f) > 1e-4
assert abs(dressed_f + dressed_r) < 1e-10
assert abs(dd_f + dd_r) > 0.01 * abs(dd_f)


# ------------------------------------------------------------ square lattice
def band(L):
    k = 2 * PI * np.arange(L) / L
    return -2 * (np.cos(k)[:, None] + np.cos(k)[None, :])


def lattice_loops(L, mu, M):
    """P and both triangle orientations with a static uniform third leg."""
    xi = band(L) - mu
    i_omega = 2j * PI * T * np.arange(M + 1)
    P = np.zeros((L, L, M + 1), dtype=complex)
    A, B = np.zeros_like(P), np.zeros_like(P)
    x1 = xi.ravel()[:, None]
    f = expit(-x1 / T)
    slope = -f * (1 - f) / T
    curve = f * (1 - f) * (1 - 2 * f) / T**2
    for px in range(L):
        for py in range(L):
            x2 = np.roll(xi, (-px, -py), (0, 1)).ravel()[:, None]
            g = expit(-x2 / T)
            slope2 = -g * (1 - g) / T
            den = i_omega + (x1 - x2)
            same = np.abs(den) < 1e-7
            inv = 1 / np.where(same, 1.0, den)
            ratio = (f - g) * inv
            P[px, py] = 2 * np.mean(np.where(same, slope, ratio), axis=0)
            A[px, py] = 2 * np.mean(np.where(
                same, curve / 2, (slope - ratio) * inv), axis=0)
            B[px, py] = 2 * np.mean(np.where(
                same, curve / 2, (ratio - slope2) * inv), axis=0)
    return P, A, B


def gw_parts(L, mu, M, k, loops_data):
    """Sigma, ladder vertex and triangle vertex at momentum k, nu = pi T."""
    P, A, B = loops_data
    xi = band(L) - mu
    xk = np.roll(xi, (-k[0], -k[1]), (0, 1)).ravel()[:, None]
    m = np.arange(-M, M + 1)
    G = 1 / (1j * PI * T * (2 * m + 1) - xk)
    W = (U / (1 - U * P.real)).reshape(L * L, M + 1)[:, np.abs(m)]
    S = (A + B).real.reshape(L * L, M + 1)[:, np.abs(m)]
    f = expit(-xi / T)
    weight = -T / L**2
    sigma = weight * np.sum(G * (W - U)) - U * np.mean(f)
    ladder = weight * np.sum(G**2 * (W - U)) + U * np.mean(f * (1 - f)) / T
    triangle = weight * np.sum(G * W**2 * S)
    return sigma, ladder, triangle


def mu_for_doping(L, doping):
    if doping == 0:
        return 0.0
    return brentq(lambda m: 2 * np.mean(expit((m - band(L)) / T)) - 1
                  - doping, -5, 5, xtol=1e-13)


L, M = 16, 40
node, inner = (L // 4, L // 4), (L // 4, 0)
p = (L // 4, L // 4)
dopings = [0.0, 0.05, 0.10, 0.20, -0.10]
mus, data, vertex = {}, {}, {}
for doping in dopings:
    mus[doping] = mu_for_doping(L, doping)
    data[doping] = lattice_loops(L, mus[doping], M)
    assert np.max(np.abs(data[doping][0].imag)) < 1e-10
    assert np.max(np.abs((data[doping][1] + data[doping][2]).imag)) < 1e-10
    for name, k in (("node", node), ("inner", inner)):
        vertex[doping, name] = gw_parts(L, mus[doping], M, k, data[doping])

# Closed triangle formula against its definition as a frequency sum.
nu = fermion_frequencies(HALF_WINDOW)[:, None]
xi = band(L) - mus[0.10]
G1 = 1 / (1j * nu - xi.ravel())
G2 = 1 / (1j * (nu + 2 * PI * T) - np.roll(xi, (-p[0], -p[1]), (0, 1)).ravel())
direct_A = 2 * T * np.sum(G1**2 * G2) / L**2
direct_B = 2 * T * np.sum(G1 * G2**2) / L**2
assert abs(direct_A - data[0.10][1][p][1]) < 1e-6
assert abs(direct_B - data[0.10][2][p][1]) < 1e-6

# Cancellation, oddness in doping, and evenness of P.
S0 = data[0.0][1] + data[0.0][2]
S_plus = data[0.10][1] + data[0.10][2]
S_minus = data[-0.10][1] + data[-0.10][2]
assert np.max(np.abs(S0)) < 1e-10
assert abs(data[0.0][1][p][1]) > 1e-4
assert np.max(np.abs(data[0.0][1][:, :, 0])) < 1e-10
assert np.max(np.abs(S_plus)) > 1e-3
assert np.max(np.abs(S_plus + S_minus)) < 1e-9
assert np.max(np.abs(data[0.10][0] - data[-0.10][0])) < 1e-9

# Linear law near half filling from the curvature of P.
small = 0.02
P_s, A_s, B_s = lattice_loops(L, small, M)
curvature = 2 * (P_s - data[0.0][0]).real / small**2
linear = (A_s + B_s).real / small
assert np.max(np.abs(linear + curvature)) < 0.03 * np.max(np.abs(curvature))

# Ladder plus triangle equals the change of the whole GW self-energy.
step = 1e-3
mu = mus[0.10]
low = lattice_loops(L, mu - step, M)
high = lattice_loops(L, mu + step, M)
for name, k in (("node", node), ("inner", inner)):
    numeric = (gw_parts(L, mu - step, M, k, low)[0]
               - gw_parts(L, mu + step, M, k, high)[0]) / (2 * step)
    total = vertex[0.10, name][1] + vertex[0.10, name][2]
    assert abs(numeric - total) < 1e-5
    assert abs(vertex[0.0, name][2]) < 1e-10
    assert abs(vertex[0.10, name][2]) > 1e-5
    if name == "inner":
        numeric_inner, total_inner = numeric, total

# Electron and hole doping are linked by k -> k + (pi, pi).
partner = ((inner[0] + L // 2) % L, (inner[1] + L // 2) % L)
mirror = gw_parts(L, mus[-0.10], M, partner, data[-0.10])[2]
assert abs(mirror - np.conj(vertex[0.10, "inner"][2])) < 1e-9
assert abs(vertex[-0.10, "node"][2]
           - np.conj(vertex[0.10, "node"][2])) < 1e-9

# Numerical error from lattice size and frequency cutoff.
L_big, M_big = 24, 80
mu_big = mu_for_doping(L_big, 0.10)
big = gw_parts(L_big, mu_big, M, (L_big // 4, 0),
               lattice_loops(L_big, mu_big, M))[2]
longer = gw_parts(L, mu, M_big, inner, lattice_loops(L, mu, M_big))[2]
reference = vertex[0.10, "inner"][2]
size_error = abs(big - reference) / abs(reference)
cutoff_error = abs(longer - reference) / abs(reference)
assert size_error < 0.10 and cutoff_error < 0.01


def show(z):
    return f"{z.real:+.5f}{z.imag:+.5f}i"


print(f"Inputs: U = {U} t, T = {T} t, lattice {L}x{L}, cutoff index {M}")
print(f"nu = pi T = {PI*T:.4f} t, Omega = 2 pi T = {2*PI*T:.4f} t")
print("Six-site ring, bonds (t):", BONDS)
print("Ring sites a,b,c and frequency indices x,y:", LEGS)
print("Ring loops per spin, unit 1/t^2")
print(f" half: forward {show(half_f)}, reverse {show(half_r)}")
print(f" half: |sum| = {abs(half_f+half_r):.1e}")
print(f" mu={MU_DOPED} t: forward {show(doped_f)}, reverse {show(doped_r)}")
print(f" mu={MU_DOPED} t: sum = {show(doped_f+doped_r)}")
print(f" ring electrons per site at mu={MU_DOPED} t:"
      f" {2*np.mean(site_density(plain, MU_DOPED)):.4f}")
print("Half filling, symmetry broken: |sum|/|forward| (no unit)")
for label, value in broken.items():
    print(f" {label}: {value:.4f}")
print(f"Antiferromagnet 0.5 t: spin-up sum {show(spin_sums[0])} 1/t^2")
print(f" both spins: |sum| = {abs(sum(spin_sums)):.1e} 1/t^2")
print(f"Self-consistent GW ring, half: forward {show(dressed_f)} 1/t^2")
print(f" |sum| = {abs(dressed_f+dressed_r):.1e} 1/t^2,"
      f" max |Sigma| = {sigma_size:.4f} t")
print(f" mu={MU_DOPED} t: sum = {show(dd_f+dd_r)} 1/t^2")
print("Square lattice, p=(pi/2,pi/2), Omega=2 pi T, both spins, 1/t^2")
for doping in dopings:
    _, A, B = data[doping]
    print(f" doping {doping:+.2f}, mu {mus[doping]:+.5f} t:")
    print(f"  A {show(A[p][1])}, B {show(B[p][1])},"
          f" S {(A[p][1]+B[p][1]).real:+.2e}")
print(f"Static S at doping 0.10, same p: {S_plus[p][0].real:+.5f} 1/t^2")
print(f"S/mu at mu={small} t: {linear[p][1]:+.5f} 1/t^3")
print(f"-P'' at mu=0: {-curvature[p][1]:+.5f} 1/t^3")
print("Vertex parts at nu = pi T (no unit): ladder; triangle")
for name, text in (("node", "(pi/2,pi/2)"), ("inner", "(pi/2,0)")):
    print(f" k = {text}")
    for doping in dopings:
        _, ladder, triangle = vertex[doping, name]
        print(f"  {doping:+.2f}: {show(ladder)}; {show(triangle)}")
print("Check at k=(pi/2,0), doping 0.10: change of Sigma per phi")
print(f" finite difference {show(numeric_inner)}, sum {show(total_inner)}")
ratio = abs(reference) / abs(vertex[0.10, "inner"][1])
print(f" |triangle|/|ladder| = {100*ratio:.2f} %")
print(f"Triangle vertex change, {L_big}x{L_big} lattice:"
      f" {100*size_error:.3f} %")
print(f"Triangle vertex change, cutoff {M_big}: {100*cutoff_error:.4f} %")
print("verified")
```

Output:

```
Inputs: U = 2.0 t, T = 0.25 t, lattice 16x16, cutoff index 40
nu = pi T = 0.7854 t, Omega = 2 pi T = 1.5708 t
Six-site ring, bonds (t): [1.0, 0.8, 1.2, 0.9, 1.1, 0.7]
Ring sites a,b,c and frequency indices x,y: (0, 1, 3, 2, 1)
Ring loops per spin, unit 1/t^2
 half: forward +0.00000-0.00203i, reverse +0.00000+0.00203i
 half: |sum| = 0.0e+00
 mu=0.6 t: forward -0.00021-0.00147i, reverse -0.00021+0.00147i
 mu=0.6 t: sum = -0.00042-0.00000i
 ring electrons per site at mu=0.6 t: 1.1223
Half filling, symmetry broken: |sum|/|forward| (no unit)
 same-sublattice hop 0.3 t: 0.4629
 staggered potential 0.5 t: 0.7818
 flux phase pi/2: 1.1199
Antiferromagnet 0.5 t: spin-up sum +0.00113-0.00000i 1/t^2
 both spins: |sum| = 1.3e-18 1/t^2
Self-consistent GW ring, half: forward +0.00000-0.00166i 1/t^2
 |sum| = 8.7e-19 1/t^2, max |Sigma| = 0.1403 t
 mu=0.6 t: sum = -0.00011-0.00000i 1/t^2
Square lattice, p=(pi/2,pi/2), Omega=2 pi T, both spins, 1/t^2
 doping +0.00, mu +0.00000 t:
  A -0.00000+0.10266i, B +0.00000-0.10266i, S +3.13e-17
 doping +0.05, mu +0.11428 t:
  A -0.00361+0.09926i, B -0.00361-0.09926i, S -7.22e-03
 doping +0.10, mu +0.23190 t:
  A -0.00732+0.09026i, B -0.00732-0.09026i, S -1.46e-02
 doping +0.20, mu +0.48568 t:
  A -0.01480+0.06722i, B -0.01480-0.06722i, S -2.96e-02
 doping -0.10, mu -0.23190 t:
  A +0.00732+0.09026i, B +0.00732-0.09026i, S +1.46e-02
Static S at doping 0.10, same p: -0.17448 1/t^2
S/mu at mu=0.02 t: -0.06310 1/t^3
-P'' at mu=0: -0.06310 1/t^3
Vertex parts at nu = pi T (no unit): ladder; triangle
 k = (pi/2,pi/2)
  +0.00: +0.32397+0.00000i; -0.00000+0.00000i
  +0.05: +0.32020-0.00368i; +0.00060-0.00505i
  +0.10: +0.31043-0.00647i; +0.00219-0.00885i
  +0.20: +0.28641-0.00888i; +0.00684-0.01230i
  -0.10: +0.31043+0.00647i; +0.00219+0.00885i
 k = (pi/2,0)
  +0.00: +0.32322-0.00136i; +0.00000+0.00000i
  +0.05: +0.31873-0.00404i; -0.00013-0.00358i
  +0.10: +0.30802-0.00617i; +0.00013-0.00644i
  +0.20: +0.28231-0.00853i; +0.00163-0.01017i
  -0.10: +0.31043+0.00359i; +0.00217+0.00660i
Check at k=(pi/2,0), doping 0.10: change of Sigma per phi
 finite difference +0.30815-0.01261i, sum +0.30815-0.01261i
 |triangle|/|ladder| = 2.09 %
Triangle vertex change, 24x24 lattice: 8.109 %
Triangle vertex change, cutoff 80: 0.0027 %
verified
```
